# The Non-Coulomb G = 0 Term of an Error-Function Ion Potential

## Problem

In a plane-wave calculation with the projector augmented-wave (PAW) method, the local potential of an ion may be chosen as

$$v_{\rm loc}(r)=-\frac{Z\,\mathrm{erf}(r/s)}{r},$$

where $Z$ is the valence charge and $s>0$ is a fixed length belonging to the ion. Hartree atomic units are used, and $v_{\rm loc}$ is the potential energy of an electron.

**(a)** Show that the non-Coulomb integral

$$\alpha=\int d^3r\,\left[v_{\rm loc}(r)+\frac{Z}{r}\right]$$

equals $\pi Z s^2$.

**(b)** A neutral periodic cell of volume $\Omega$ contains $N$ electrons and several such ions. The $\mathbf G=0$ terms are left out of the Hartree and local sums, and the ions repel each other as point charges through the Ewald energy, which likewise omits the $\mathbf G=0$ term of the bare Coulomb sum (point ions in a uniform neutralising background). Which energy $E_0$ must be added?

**(c)** Which pressure $P_0$ follows from $E_0$?

**(d)** Evaluate both for a model crystal: diamond structure, two atoms per primitive cell, $Z=4$, cubic lattice constant $a=10$ bohr and $s=1$ bohr. The two lengths are round model values.

## Hints

1. Integrate $v_{\rm loc}$ alone over a sphere of radius $R$ and see how the result grows. What does $-Z/r$ give over the same sphere?
2. Use $1-\mathrm{erf}(x)=\mathrm{erfc}(x)$ and integrate by parts, differentiating $\mathrm{erfc}$.
3. For (b), do not set $\mathbf G=0$ in each Coulomb term separately. Build the crystal from neutral spherical atoms, add the three terms at a small wavevector $\mathbf q$, and then let $q\to0$.
4. For (c), decide what stays fixed when the cell is compressed.

## Solution

### (a) The integral

At large $r$, $v_{\rm loc}$ approaches $-Z/r$, and the volume element grows as $r^2$. The integral of $v_{\rm loc}$ over all space therefore diverges. Over a sphere, the Coulomb part gives

$$\int_{r<R}d^3r\left(-\frac Zr\right)=-4\pi Z\int_0^R r\,dr=-2\pi ZR^2 .$$

What is left after removing this term can converge. For $Z=4$, $s=1$ bohr and $R=3$ bohr, the integral of $v_{\rm loc}$ is $-213.629$ Ha bohr³, while $-2\pi ZR^2=-226.195$ Ha bohr³. The remainder is $12.566$ Ha bohr³, and going to $R=4$ bohr changes it by less than $0.001$ Ha bohr³.

To find the limit, write the integrand as

$$v_{\rm loc}(r)+\frac Zr=\frac{Z\,[1-\mathrm{erf}(r/s)]}{r}=\frac{Z\,\mathrm{erfc}(r/s)}{r}.$$

It is positive, because the smoothed ion attracts an electron less strongly than a point charge does. With $d^3r\to4\pi r^2dr$ and $r=sx$,

$$\alpha=4\pi Z\int_0^\infty r\,\mathrm{erfc}(r/s)\,dr=4\pi Zs^2\int_0^\infty x\,\mathrm{erfc}(x)\,dx .$$

One factor $s$ comes from $r$ and the other from $dr$.

Since $d\,\mathrm{erfc}(x)/dx=-(2/\sqrt\pi)\,e^{-x^2}$, integration by parts gives

$$\int_0^\infty x\,\mathrm{erfc}(x)\,dx=\left[\frac{x^2}{2}\mathrm{erfc}(x)\right]_0^\infty+\frac1{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx .$$

The boundary term vanishes at zero because of $x^2$, and at infinity because $\mathrm{erfc}(x)$ falls off faster than any power. A second integration by parts, with $x\,e^{-x^2}=-\tfrac12\,d(e^{-x^2})/dx$, gives

$$\int_0^\infty x^2e^{-x^2}dx=\left[-\frac x2e^{-x^2}\right]_0^\infty+\frac12\int_0^\infty e^{-x^2}dx=0+\frac12\cdot\frac{\sqrt\pi}{2}=\frac{\sqrt\pi}{4}.$$

The integral of $x\,\mathrm{erfc}(x)$ is therefore $1/4$, and

$$\boxed{\alpha=4\pi Zs^2\cdot\frac14=\pi Zs^2 .}$$

As $s\to0$ the ion becomes a point charge and $\alpha$ vanishes, as it should.

### The same number in reciprocal space

The Fourier transform shows that $\alpha$ is the $G=0$ value of the transform of $v_{\rm loc}+Z/r$. For a spherical function, $\nabla^2v=(rv)''/r$. Here $rv_{\rm loc}=-Z\,\mathrm{erf}(r/s)$, so

$$(rv_{\rm loc})'=-\frac{2Z}{\sqrt\pi\,s}e^{-r^2/s^2},\qquad (rv_{\rm loc})''=\frac{4Zr}{\sqrt\pi\,s^3}e^{-r^2/s^2}.$$

Dividing by $r$ gives

$$\nabla^2v_{\rm loc}=4\pi Z\rho_s(r),\qquad \rho_s(r)=\frac{e^{-r^2/s^2}}{\pi^{3/2}s^3}.$$

Thus $v_{\rm loc}$ is the potential energy of an electron near a Gaussian charge $Z\rho_s$. The sign is that of an electron: its potential energy is minus the electrostatic potential. The transform of $\rho_s$ is $e^{-G^2s^2/4}$, and $\nabla^2$ becomes $-G^2$, so

$$v_{\rm loc}(G)=-\frac{4\pi Z}{G^2}e^{-G^2s^2/4}.$$

The point charge has the same form with $s=0$. The difference between the two is

$$\frac{4\pi Z}{G^2}\left(1-e^{-G^2s^2/4}\right)=\pi Zs^2-\frac{\pi Zs^4}{8}G^2+\dots$$

The constant is $\alpha$. For the model ion, the transform is $11.119$ Ha bohr³ at $G=1$ bohr⁻¹ and $12.551$ Ha bohr³ at $G=0.1$ bohr⁻¹, approaching $4\pi=12.566$ Ha bohr³.

### (b) The energy

Each of the three Coulomb energies (electron–electron, electron–ion and ion–ion) diverges at $\mathbf G=0$. They must be added before the limit is taken.

Place around ion $a$, at position $\boldsymbol\tau_a$, a spherical electron cloud of total charge $Z_a$ in magnitude. Let $f_a(q)$ be its transform divided by $Z_a$, so that $f_a(q)=1+O(q^2)$. There is no linear term, because a spherical cloud has no dipole moment. Let $g_a(q)=e^{-q^2s_a^2/4}$ be the corresponding factor of the ion as seen by electrons. Define the sums over the cell

$$A=\sum_aZ_ae^{-i\mathbf q\cdot\boldsymbol\tau_a},\quad F=\sum_aZ_af_ae^{-i\mathbf q\cdot\boldsymbol\tau_a},\quad \Gamma=\sum_aZ_ag_ae^{-i\mathbf q\cdot\boldsymbol\tau_a}.$$

They describe the point ions, the electrons and the smoothed ions. The energy per cell at wavevector $\mathbf q$ is

$$\varepsilon(\mathbf q)=\frac{2\pi}{\Omega q^2}\left[|F|^2-2\,\mathrm{Re}(F^*\Gamma)+|A|^2\right].$$

The first and last terms carry the factor $1/2$ that avoids counting pairs twice, which turns $4\pi$ into $2\pi$. The middle term has no such factor, hence its 2. It is negative because electrons and ions attract.

Adding and subtracting $2\,\mathrm{Re}(F^*A)$ completes a square:

$$|F|^2-2\,\mathrm{Re}(F^*\Gamma)+|A|^2=|A-F|^2+2\,\mathrm{Re}\left[F^*(A-\Gamma)\right].$$

Now take $q\to0$:

- $A-F=\sum_aZ_a(1-f_a)e^{-i\mathbf q\cdot\boldsymbol\tau_a}$ is of order $q^2$. Its square is of order $q^4$ and vanishes after division by $q^2$.
- $F\to\sum_aZ_a=N$, because the cell is neutral.
- $A-\Gamma\to\sum_aZ_aq^2s_a^2/4$, from $1-g_a=q^2s_a^2/4+O(q^4)$.

The limit is finite:

$$E_0=\frac{2\pi}{\Omega q^2}\cdot2N\cdot\frac{q^2}{4}\sum_aZ_as_a^2=\frac N\Omega\sum_a\pi Z_as_a^2 .$$

Therefore

$$\boxed{E_0=\frac N\Omega\sum_a\alpha_a .}$$

This limit is the correct $\mathbf G=0$ term for the following reason. Neutral spherical atoms have a short-ranged mutual interaction. The Poisson summation formula turns its lattice sum into a sum over all $\mathbf G$, in which the $\mathbf G=0$ term is the continuous limit of the transform. The self-energy of each point ion is excluded, as in the Ewald energy. It is an integral over all $\mathbf q$ independent of the lattice, so its removal does not alter this limit.

The ion–ion term $2\pi|A|^2/(\Omega q^2)$ belongs to the missing energy because the Ewald energy is the bare sum over $\mathbf G\neq0$ minus the self-energy. In practice $4\pi/G^2$ is split into $4\pi e^{-G^2/4\eta^2}/G^2$, summed over $\mathbf G\neq0$, and $4\pi(1-e^{-G^2/4\eta^2})/G^2$, summed in real space. The real-space sum includes the $G\to0$ value $\pi/\eta^2$ of the second piece. The Ewald energy therefore subtracts $\pi\left(\sum_aZ_a\right)^2/(2\Omega\eta^2)$, so that nothing of the $\mathbf G=0$ term remains in it.

A real electron density is not a sum of spherical clouds. The difference between the two integrates to zero over the cell, so it has no $\mathbf G=0$ component, and a constant potential does no work on it. For a periodic potential without a macroscopic field, $E_0$ thus depends on the density through $N$ alone.

Two conditions matter:

- **Neutrality.** If $N\neq\sum_aZ_a$, the clouds cannot all carry the charges $Z_a$. With $F$ taken as the transform of the actual electron density, $F\to N$, so $|A-F|^2$ tends to $(\sum_aZ_a-N)^2$ and $\varepsilon(\mathbf q)$ diverges. A charged cell needs a further convention, such as a uniform background.
- **The density that $v_{\rm loc}$ acts on.** In PAW, the smooth pseudo density alone need not integrate to the number of valence electrons; the compensation charge supplies the difference. If $v_{\rm loc}$ acts on their sum, $N$ is the full valence number, as assumed here.

### (c) The pressure

The length $s$ belongs to the ion and does not change when the crystal is compressed. At fixed $N$, $Z_a$ and $s_a$, $E_0$ is a constant divided by $\Omega$, so

$$P_0=-\frac{dE_0}{d\Omega}=\frac{N}{\Omega^2}\sum_a\alpha_a=\frac{E_0}{\Omega}.$$

It is positive: this term alone would expand the crystal. With tensile stress counted as positive, its contribution to the stress is $-P_0$ along each axis. There is no shear part, because $E_0$ depends on the cell only through its volume.

### (d) Numbers

The cubic cell of the diamond structure contains four primitive cells, so

$$\Omega=\frac{a^3}{4}=\frac{1000}{4}=250\ \text{bohr}^3,\qquad N=2\times4=8 .$$

For each ion,

$$\alpha=\pi\times4\times1^2=12.5664\ \text{Ha bohr}^3 .$$

The energy per primitive cell is

$$E_0=\frac{8\times2\times12.5664}{250}=0.8042\ \text{Ha}=21.88\ \text{eV},$$

and the pressure is

$$P_0=\frac{0.8042}{250}=0.003217\ \text{Ha/bohr}^3=94.6\ \text{GPa}.$$

These are large numbers, but neither is observable by itself. Since $E_0\propto s^2$, choosing $s=1.2$ bohr instead of 1 bohr would raise both by 44 %. The other parts of the total energy change as well when the local potential is changed. What matters is that $E_0$ and $P_0$ are included consistently with the rest.

### A check without a G = 0 question

Let every ion of the model carry a Gaussian electron cloud $Ze^{-r^2/t^2}/(\pi^{3/2}t^3)$. The energy can then be summed directly in real space. Transforms of Gaussians multiply, so squared widths add: two clouds interact with effective width $\sqrt2\,t$, and a cloud and an ion with $w=\sqrt{s^2+t^2}$. The interaction of two atoms at distance $R$ is

$$W(R)=\frac{Z^2}{R}\left[1+\mathrm{erf}\frac{R}{\sqrt2\,t}-2\,\mathrm{erf}\frac Rw\right]
=\frac{Z^2}{R}\left[2\,\mathrm{erfc}\frac Rw-\mathrm{erfc}\frac{R}{\sqrt2\,t}\right].$$

The long-ranged $1/R$ parts have cancelled. Each atom also has an internal energy. Using $\mathrm{erf}(R/w)/R\to2/(\sqrt\pi\,w)$ as $R\to0$, it is

$$\frac{2Z^2}{\sqrt\pi}\left[\frac{1}{2\sqrt2\,t}-\frac1w\right],$$

where the first term is the cloud's self-repulsion, with its factor $1/2$, and the second is its attraction to its own ion.

For $t=1.5$ bohr, the complete real-space energy is $-11.5559$ Ha per cell. The three separate energies, each without its $\mathbf G=0$ Coulomb term, are $-8.6189$ Ha (Ewald), $1.6439$ Ha (Hartree) and $-5.3851$ Ha (local). Their sum is $-12.3601$ Ha, so the missing energy is

$$-11.5559-(-12.3601)=0.8042\ \text{Ha},$$

which is $E_0$. Widths of 1.2 and 1.8 bohr leave the same difference, as the vanishing of $|A-F|^2/q^2$ requires. Repeating the subtraction at slightly larger and smaller volumes, with $s$ and $t$ fixed, gives a pressure of $0.003217$ Ha/bohr³ by finite difference, in agreement with (c). The values are listed in the numerical output.

The clouds are a test density, not the ground state of a crystal. Kinetic, exchange–correlation and nonlocal energies are absent, so the total energy here says nothing about binding.

## Variation 1: another shape of the ion

*Replace the Gaussian charge by a uniformly charged ball of radius $b$ and total charge $Z$. What is $\alpha$?*

First take a thin spherical shell of radius $c$. Inside it the electron's potential energy is the constant $-Z/c$; outside it is $-Z/r$, which contributes nothing to $\alpha$. Hence

$$\alpha_{\rm shell}=4\pi Z\int_0^c r^2\left(\frac1r-\frac1c\right)dr=4\pi Z\left(\frac{c^2}{2}-\frac{c^2}{3}\right)=\frac{2\pi}{3}Zc^2 .$$

Any spherical charge distribution of finite mean square radius is a superposition of shells, so

$$\alpha=\frac{2\pi}{3}Z\langle r^2\rangle .$$

For the Gaussian with $s=1$ bohr, $\langle r^2\rangle=1.5$ bohr², and $(2\pi/3)\times4\times1.5=12.566$ Ha bohr³, as before. For the uniform ball,

$$\langle r^2\rangle=\frac{3}{b^3}\int_0^br^4dr=\frac35b^2,\qquad \alpha=\frac{2\pi}{5}Zb^2 .$$

For a given $Z$, the $\mathbf G=0$ term thus depends on the shape of the ionic charge only through its mean square radius. A ball with $b=\sqrt{5/2}\,s$ has the same $\alpha$ as the Gaussian, although their potentials differ at finite $G$.

## Variation 2: a smoothing length that follows the lattice

*Suppose that $s$ is scaled in proportion to $a$ during compression. What happens to the pressure term?*

Now $s^2\propto\Omega^{2/3}$, so $E_0\propto\Omega^{2/3}/\Omega=\Omega^{-1/3}$, and

$$P_0'=-\frac{dE_0}{d\Omega}=\frac{E_0}{3\Omega}.$$

For the model crystal this is $0.003217/3=0.001072$ Ha/bohr³, or about 31.5 GPa instead of 94.6 GPa. The energy at the starting volume is unchanged, but the derivative follows a different path: the ions themselves change as the cell shrinks. For a crystal made of given ions, $s$ must stay fixed, and the result of part (c) applies.

## Numbers as computed

```
Z = 4, s = 1.0 bohr, a = 10.0 bohr
atoms per cell = 2, electrons per cell = 8
cell volume = 250.0 bohr^3
integral of x erfc(x) = 0.250000
integral of x^2 exp(-x^2) = 0.443113
alpha by quadrature = 12.566371 Ha bohr^3
alpha = pi Z s^2    = 12.566371 Ha bohr^3
sphere radius (bohr), integral of v_loc, remainder (Ha bohr^3)
  1.0     -15.80609     9.32666
  2.0     -88.07254    12.45843
  3.0    -213.62883    12.56584
  4.0    -389.55749    12.56637
G (1/bohr), transform of v_loc + Z/r (Ha bohr^3)
  2.0  7.94346
  1.0  11.11869
  0.5  12.18173
  0.1  12.55068
mean r^2 of the Gaussian charge = 1.500000 bohr^2
test clouds of width t = 1.5 bohr, energies per cell:
  full real-space sum  = -11.555864 Ha
  Ewald                = -8.618877 Ha
  Hartree, G not 0     = 1.643852 Ha
  local, G not 0       = -5.385087 Ha
t (bohr), energy left over (Ha), its pressure (Ha/bohr^3)
  1.2  0.804248  0.0032170
  1.5  0.804248  0.0032170
  1.8  0.804248  0.0032170
E0 = 0.804248 Ha per cell = 21.8847 eV per cell
E0 per atom = 0.402124 Ha
P0 = 0.0032170 Ha/bohr^3 = 94.647 GPa
```
